# Low-Temperature and Low-Bias Conductance of the Symmetric Anderson Model, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: Keldysh self-energy and Ward identities

### Result and model

For a symmetric Anderson impurity coupled equally to two leads, the leading corrections to the differential conductance are

$$\frac{dI}{dV}=\frac{2e^2}{h}\left[1-\frac{1+2r^2}{3}\left(\frac{\pi k_BT}{\tilde\Delta}\right)^2-\frac{1+5r^2}{4}\left(\frac{eV}{\tilde\Delta}\right)^2\right].$$

Here $\tilde\Delta$ is the renormalized half-width of the resonance and $r$ measures the residual interaction between quasiparticles. Both are defined below. Writing the corrections as $c_T(k_BT)^2$ and $c_V(eV)^2$ gives

$$\frac{c_V}{c_T}=\frac{3}{4\pi^2}\,\frac{1+5r^2}{1+2r^2}.$$

The ratio is $3/(4\pi^2)$ without interaction, where $r=0$. It is $3/(2\pi^2)$ in the Kondo limit, where $r=1$. The expansion requires $\pi k_BT,|eV|\ll\tilde\Delta$.

In the derivations $\hbar=k_B=e=1$, and energies are measured from the Fermi level of the unbiased leads. The Hamiltonian is

$$H=\sum_{\alpha k\sigma}\epsilon_k c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\epsilon_d\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow+\sum_{\alpha k\sigma}\left(t\,c^\dagger_{\alpha k\sigma}d_\sigma+t^*d^\dagger_\sigma c_{\alpha k\sigma}\right),$$

with $\alpha=L,R$, $n_\sigma=d^\dagger_\sigma d_\sigma$ and $\epsilon_d=-U/2$. There is no magnetic field. The bands are wide, so each lead gives the dot a retarded self-energy $-i\Delta/2$. The chemical potentials are $\mu_L=V/2$ and $\mu_R=-V/2$.

Exchanging particles with holes reverses both chemical potentials, and exchanging the leads restores them. The combined symmetry fixes $\langle n_\sigma\rangle=1/2$ even under bias. The Hartree energy $U/2$ then cancels $\epsilon_d$, and

$$G^r(\omega)=\frac{1}{\omega+i\Delta-\Sigma^r(\omega)},$$

where $\Sigma^r$ excludes the Hartree term. The same symmetry makes $\mathrm{Re}\,\Sigma^r$ odd in $\omega$.

### The current

The electron flow out of the left lead, per spin, is

$$-\langle\dot N_L\rangle=i\sum_k\left(t\langle c_k^\dagger d\rangle-t^*\langle d^\dagger c_k\rangle\right)=2\,\mathrm{Re}\sum_k t\,G^<_{dk}(\tau,\tau),$$

because at equal times $\tau$ one has $G^<_{dk}(\tau,\tau)=i\langle c_k^\dagger d\rangle$. On the Keldysh contour $G_{dk}=G\,t^*g_k$, with $g_k$ the uncoupled lead propagator. The lesser part of a product is $G^rg_k^<+G^<g_k^a$. The sum over $k$ turns $|t|^2g_k$ into the left-lead self-energy, with $\Sigma_L^<=i\Delta f_L$ and $\Sigma_L^a=i\Delta/2$. Since $G^<$ is imaginary, the current for both spins is

$$I_L=\frac{2e}{h}\int d\omega\,i\Delta\left[f_L(G^r-G^a)+G^<\right].$$

The right lead gives the same expression with $f_R$. In a steady state $I=I_L=-I_R$, so $I=(I_L-I_R)/2$. The unknown $G^<$ cancels, and $G^r-G^a=2i\,\mathrm{Im}\,G^r$ leaves

$$I=\frac{2e}{h}\int d\omega\,(f_L-f_R)\,\mathcal T(\omega),\qquad \mathcal T=-\Delta\,\mathrm{Im}\,G^r.$$

This is the Meir-Wingreen formula for equal couplings. Interactions enter through $G^r$, which itself depends on temperature and bias.

### Second-order scattering rate

Without interaction the leads supply $\Sigma^<=i\Delta(f_L+f_R)$. Hence $G^<=2\pi iA_0f$ and $G^>=-2\pi iA_0(1-f)$, where

$$f=\frac{f_L+f_R}{2},\qquad A_0(\omega)=\frac{1}{\pi}\frac{\Delta}{\omega^2+\Delta^2},\qquad \rho=A_0(0)=\frac{1}{\pi\Delta}.$$

The second-order diagram has two vertices $-iU$, three lines $iG$ and one closed loop. Thus $-i\Sigma=(-iU)^2(-1)(iG)^3$ in shorthand, or

$$\Sigma^>(t)=U^2[G^>(t)]^2G^<(-t),\qquad \Sigma^<(t)=U^2[G^<(t)]^2G^>(-t).$$

At low energy every spectral factor may be replaced by $\rho$. Fourier transformation and $\Sigma^r-\Sigma^a=\Sigma^>-\Sigma^<$ give

$$\mathrm{Im}\,\Sigma^r(\omega)=-\pi U^2\rho^3K(\omega),$$

$$K=\int d\epsilon_1d\epsilon_2\left[(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3)\right],\quad \epsilon_3=\epsilon_1+\epsilon_2-\omega .$$

First take equilibrium. Let $b(E)=1/(e^{E/T}-1)$. From the identity

$$f(x-E)[1-f(x)]=[1+b(E)]\,[f(x-E)-f(x)]$$

and $1-f(E-x)=f(x-E)$, the integrals at fixed sum $\epsilon_1+\epsilon_2=E$ are

$$\int d\epsilon_1(1-f_1)(1-f_2)=E[1+b(E)],\qquad \int d\epsilon_1f_1f_2=Eb(E).$$

Therefore $K(\omega)=\int dE\,E\,[b(E)+f(E-\omega)]$. Its derivative is $K'(\omega)=\omega$. At $\omega=0$ the bracket equals $1/\sinh(E/T)$, so

$$K(0)=T^2\int_{-\infty}^{\infty}\frac{x\,dx}{\sinh x}=\frac{\pi^2T^2}{2},\qquad K(\omega)=\frac{\omega^2+\pi^2T^2}{2}.$$

Under bias, both $f$ and $1-f$ are averages over the leads, and each term of $K$ contains three such factors. For a given choice of leads, measuring each $\epsilon_i$ from its chemical potential replaces $\omega$ by $\omega-\mu_1-\mu_2+\mu_3$. The three potentials independently take the values $\pm V/2$. Their linear and cross terms average to zero, while their squares add to $3V^2/4$. Hence

$$\mathrm{Im}\,\Sigma^r=-\frac{\pi}{2}U^2\rho^3\left[\omega^2+\pi^2T^2+\frac34V^2\right].$$

### Replacing the bare interaction by the full vertex

Higher orders can be organized by dividing each Keldysh diagram into connected clusters lying on one time branch. For $\Sigma^>$ or $\Sigma^<$, the two external vertices lie on different branches. Lines between clusters are $G^>$ or $G^<$, which carry occupation factors. Their directed energy flow keeps all their energies of order $\omega$, $T$ or $V$.

With $n$ such lines and $k$ clusters, energy conservation leaves $n-(k-1)$ free integrals. Each external cluster has at least three of these lines. A further cluster has at least four, because a two-line insertion is already part of the full propagator. For $m$ further clusters, $n\ge3+2m$ and $k=2+m$, so the contribution has at least $2+m$ powers of small energy.

Quadratic order therefore has $m=0$, three cut lines, and the two clusters evaluated at zero energy. Each cluster is the full two-particle vertex. The equal-spin vertex vanishes when all its frequencies are equal, by antisymmetry. The opposite-spin vertex $\Gamma\equiv\Gamma_{\uparrow\downarrow}(0)$ remains. The full density at zero energy is still $\rho$, since $\Sigma^r(0)=0$ in the ground state. Thus

$$\mathrm{Im}\,\Sigma^r=-\frac{\pi}{2}\Gamma^2\rho^3\left[\omega^2+\pi^2T^2+\frac34V^2\right].$$

This argument assumes that the summed vertices remain finite and continuous at zero energy, as in a Fermi liquid. A numerical test within the particle-particle ladder used $U=\pi\Delta$. There the static vertex is $U/2$, and all three coefficients fell to one quarter of their second-order values, as the replacement requires. That test covers one class of diagrams; the general statement rests on the counting.

### Ward identities

The remaining task is to relate the slope of $\Sigma$ to its response to the levels. Let the spin levels $\epsilon_\sigma$ vary separately at $T=V=0$, and include the Hartree term in $\Sigma_\sigma$:

$$G_\sigma(i\omega)=\left[i\omega-\epsilon_\sigma+i\Delta\,\mathrm{sgn}\,\omega-\Sigma_\sigma(i\omega)\right]^{-1}.$$

Let $\mathcal I=\delta\Sigma/\delta G$ denote the irreducible interaction, with products including $\int d\omega/2\pi$. A change of the level of spin $s$ gives $Y_\sigma=\partial\Sigma_\sigma/\partial\epsilon_s$, where

$$Y=\mathcal I\,G^2(e_s+Y),$$

and $e_s$ is one for spin $s$ and zero for the other spin.

Now shift the frequencies of all lines of spin $s$. Spin and frequency are conserved, so $\Sigma_s$ shifts by the same amount and the other self-energy does not change. The propagator jumps at zero frequency by $G(0^+)-G(0^-)=-2\pi i\rho_s$, where $\rho_s$ is the density of spin $s$ at zero energy. Hence

$$i\partial_\omega G_s=G_s^2(1+i\partial_\omega\Sigma_s)+2\pi\rho_s\delta(\omega).$$

With $X=e_s\,i\partial_\omega\Sigma_s$, this becomes

$$X=\mathcal I\,G^2(e_s+X)+\mathcal I\,2\pi\rho_s\delta(\omega)e_s.$$

Subtracting the equation for $Y$ and solving for $X-Y$ generates the full vertex $(1-\mathcal IG^2)^{-1}\mathcal I$. At zero frequency, with $i\partial_\omega=-\partial/\partial(i\omega)$,

$$-\delta_{\sigma s}\frac{\partial\Sigma_s}{\partial(i\omega)}-\frac{\partial\Sigma_\sigma}{\partial\epsilon_s}=\rho_s\Gamma_{\sigma s}(0).$$

The equal-spin vertex is zero. At the symmetric point, the two identities are therefore

$$\frac1z\equiv1-\frac{\partial\Sigma_\uparrow}{\partial(i\omega)}=1+\frac{\partial\Sigma_\uparrow}{\partial\epsilon_\uparrow},\qquad \frac{\partial\Sigma_\uparrow}{\partial\epsilon_\downarrow}=-\rho\Gamma.$$

Define $\tilde\Delta=z\Delta$ and $r=z\rho\Gamma$.

These responses are also occupation responses. For nonzero frequency,

$$G=-i\partial_\omega\ln G^{-1}-iG\partial_\omega\Sigma .$$

The last term integrates to zero because the Luttinger functional, whose derivative is $\Sigma$, is unchanged by the frequency shift. The phase changes on the two frequency half-axes are each $-\arctan[(\epsilon_\sigma+\Sigma_\sigma(0))/\Delta]$. The convergence factor for equal-time occupation supplies $1/2$, so

$$n_\sigma=\frac12-\frac1\pi\arctan\frac{\epsilon_\sigma+\Sigma_\sigma(0)}{\Delta}.$$

Differentiation at symmetry gives

$$-\frac{\partial n_\uparrow}{\partial\epsilon_\uparrow}=\frac{\rho}{z},\qquad -\frac{\partial n_\uparrow}{\partial\epsilon_\downarrow}=-\rho^2\Gamma.$$

Minus the ratio of the second response to the first is $r$. In the Kondo limit charge fluctuations are frozen. The sum of the two responses is then negligible compared with either one, so $r\to1$.

### From transmission to conductance

Near zero energy, $\mathrm{Re}\,\Sigma^r=(1-1/z)\omega$ to the required order. Let $\gamma=-\mathrm{Im}\,\Sigma^r$. Then

$$\mathcal T=\frac{\Delta(\Delta+\gamma)}{(\omega/z)^2+(\Delta+\gamma)^2}
\simeq1-\frac{\gamma}{\Delta}-\frac{\omega^2}{\tilde\Delta^2}.$$

Using $\rho=1/(\pi\Delta)$ and $r=z\rho\Gamma$,

$$\frac{\gamma}{\Delta}=\frac{r^2}{2\tilde\Delta^2}\left(\omega^2+\pi^2T^2+\frac34V^2\right).$$

The current window obeys

$$\int(f_L-f_R)\omega^2d\omega=\int_{-V/2}^{V/2}d\mu\left(\mu^2+\frac{\pi^2T^2}{3}\right)=\frac{V^3}{12}+\frac{\pi^2T^2V}{3},$$

because a thermal window centred at $\mu$ has variance $\pi^2T^2/3$. It follows that

$$I=\frac{2e}{h}\left\{V-\frac{1}{\tilde\Delta^2}\left[\left(1+\frac{r^2}{2}\right)\left(\frac{V^3}{12}+\frac{\pi^2T^2V}{3}\right)+\frac{r^2}{2}\left(\pi^2T^2V+\frac34V^3\right)\right]\right\}.$$

Differentiating the whole current gives the coefficient of $\pi^2T^2/\tilde\Delta^2$ as $(1+r^2/2)/3+r^2/2=(1+2r^2)/3$. The coefficient of $V^2/\tilde\Delta^2$ is $(1+r^2/2)/4+9r^2/8=(1+5r^2)/4$. This proves the stated result.

## Second derivation: collisions between quasiparticles

### Symbols and starting point

The second derivation follows electrons through the dot and counts those returned by collisions. It uses the same equal couplings, symmetric level and potentials $\mu_{L,R}=\pm V/2$, with $\hbar=k_B=e=1$. The low-energy resonance has half-width $\tilde\Delta$ and quasiparticle density

$$\tilde\rho=\frac{1}{\pi\tilde\Delta}.$$

The residual interaction is $\tilde U(\tilde n_\uparrow-\tfrac12)(\tilde n_\downarrow-\tfrac12)$, where $\tilde n_\sigma$ is the quasiparticle occupation of the dot. Its dimensionless strength is $r=\tilde U\tilde\rho$. In the notation of the first derivation, $\tilde\Delta=z\Delta$ and $\tilde U=z^2\Gamma$. These give $\tilde U\tilde\rho=z\rho\Gamma$, so the two definitions of $r$ agree.

Three integrals are also taken from the first half. With $b(E)=1/(e^{E/T}-1)$, the integrals at fixed total energy $E$ are

$$\int d\epsilon_1f_1f_2=Eb(E),\qquad \int d\epsilon_1(1-f_1)(1-f_2)=E[1+b(E)],$$

and

$$\int(f_L-f_R)\omega^2d\omega=\frac{V^3}{12}+\frac{\pi^2T^2V}{3}.$$

The starting assumption is that this resonance and this local interaction describe all processes needed at quadratic order. The widths and interaction are full low-energy parameters. Virtual processes that renormalize them must therefore not be added a second time.

### Elastic transmission

Ignoring collisions, a quasiparticle crosses the resonance with probability

$$\mathcal T_{\rm el}(\omega)=\frac{\tilde\Delta^2}{\omega^2+\tilde\Delta^2}\simeq1-\frac{\omega^2}{\tilde\Delta^2}.$$

At the Fermi level it is transmitted completely. Away from the Fermi level its transmission phase departs from resonance, and it can be reflected without losing energy. The elastic current is

$$I_{\rm el}=\frac{2e}{h}\left[V-\frac{1}{\tilde\Delta^2}\left(\frac{V^3}{12}+\frac{\pi^2T^2V}{3}\right)\right].$$

The interaction has no first-order effect on this current. Symmetry keeps $\langle\tilde n_\sigma\rangle=1/2$ under bias, so its mean potential vanishes. A change of the resonance position of second order in $T$ or $V$ would not matter here either. A shift $\delta$ changes the reflection probability by $(\delta^2-2\omega\delta)/\tilde\Delta^2$. The term linear in $\omega$ averages to zero over the symmetric current window, and the other term is quartic in $T$ and $V$.

The Keldysh derivation has established the temperature and bias corrections to the conductance, and the second derivation has so far given the elastic quasiparticle current $I_{\rm el}$. It remains to find the current removed by quasiparticle collisions and add it to $I_{\rm el}$, which should reproduce the same result.
